# The jj-coupled Landé factor and the g-sum rule for sp: test program

```python
# Result under test: for angular momenta ja, jb with factors ga, gb coupled to J,
#   g_J = {ga[J(J+1)+ja(ja+1)-jb(jb+1)] + gb[J(J+1)+jb(jb+1)-ja(ja+1)]}/[2J(J+1)],
# and the g factors of the two J=1 levels of an sp configuration have a sum that
# is the same in jj, LS and intermediate coupling (5/2 for spin factor gs=2).
# G: half the singlet-triplet separation; zeta: spin-orbit parameter of the
# p electron. Energies in hartree, angular momenta in hbar, Bohr magneton 1/2.
import numpy as np
from scipy import constants
from scipy.linalg import block_diag


def angular_momentum(j):
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(raising + raising.T) / 2,
                     (raising - raising.T) / 2j, np.diag(m)])


def square(v):
    return sum(c @ c for c in v)


def dot(a, b):
    return sum(x @ y for x, y in zip(a, b))


def cross(a, b):
    return np.array([a[1] @ b[2] - a[2] @ b[1],
                     a[2] @ b[0] - a[0] @ b[2],
                     a[0] @ b[1] - a[1] @ b[0]])


def joint_space(operators, values):
    """Orthonormal basis of the common eigenspace of commuting operators."""
    one = np.eye(len(operators[0]))
    penalty = sum((o - v * one) @ (o - v * one)
                  for o, v in zip(operators, values))
    w, vec = np.linalg.eigh(penalty)
    return vec[:, w < 1e-9]


def lande(ja, jb, ga, gb, J):
    a, b, c = ja * (ja + 1), jb * (jb + 1), J * (J + 1)
    return (ga * (c + a - b) + gb * (c + b - a)) / (2 * c)


# Commutator identity and general coupling formula, all three components
worst_identity = worst_general = 0.0
cases = 0
for ja, jb in [(0.5, 0.5), (0.5, 1.5), (1, 0.5), (1.5, 2.5), (2.5, 2.5)]:
    a0, b0 = angular_momentum(ja), angular_momentum(jb)
    a = np.array([np.kron(c, np.eye(len(b0[0]))) for c in a0])
    b = np.array([np.kron(np.eye(len(a0[0])), c) for c in b0])
    ab, C = dot(a, b), cross(a, b)
    for k in range(3):
        left = ab @ C[k] - C[k] @ ab
        right = 1j * (b[k] @ ab - a[k] @ square(b)
                      - ab @ a[k] + square(a) @ b[k])
        worst_identity = max(worst_identity, abs(left - right).max())
    total = a + b
    J = abs(ja - jb)
    while J <= ja + jb + 1e-9:
        if J > 0:
            V = joint_space([square(total)], [J * (J + 1)])
            assert V.shape[1] == int(round(2 * J + 1))
            g = lande(ja, jb, 0.7, 1.9, J)
            for k in range(3):
                diff = V.conj().T @ (0.7*a[k] + 1.9*b[k] - g*total[k]) @ V
                worst_general = max(worst_general, abs(diff).max())
            cases += 1
        J += 1
assert worst_identity < 1e-10
assert worst_general < 1e-10

# Twelve product states: s-electron spin x p-electron orbit x p-electron spin
half, one = angular_momentum(0.5), angular_momentum(1)
spin_s = np.array([np.kron(c, np.eye(6)) for c in half])
orbit = np.array([np.kron(np.eye(2), np.kron(c, np.eye(2))) for c in one])
spin_p = np.array([np.kron(np.eye(6), c) for c in half])
j_p, S = orbit + spin_p, spin_s + spin_p
Jtot = orbit + S
J2, Jz = square(Jtot), Jtot[2]


def moment(gs):
    return orbit[2] + gs * S[2]


def expect(op, v):
    return (v.conj().T @ op @ v)[0, 0].real


# One-electron factors: formula against explicit p-electron states
g_s = lande(0, 0.5, 1, 2, 0.5)
g_p1 = lande(1, 0.5, 1, 2, 0.5)
g_p3 = lande(1, 0.5, 1, 2, 1.5)
for j, g in [(0.5, g_p1), (1.5, g_p3)]:
    v = joint_space([square(j_p), j_p[2], spin_s[2]], [j*(j+1), 0.5, 0.5])
    assert v.shape[1] == 1
    assert abs(expect(orbit[2] + 2 * spin_p[2], v) / 0.5 - g) < 1e-10

# J=1, M=1 states in both coupling schemes
jj = [joint_space([J2, Jz, square(j_p)], [2, 1, j*(j+1)]) for j in (0.5, 1.5)]
ls = [joint_space([J2, Jz, square(S)], [2, 1, s*(s+1)]) for s in (0, 1)]
assert all(v.shape[1] == 1 for v in jj + ls)
g_jj = [lande(0.5, 0.5, g_s, g_p1, 1), lande(0.5, 1.5, g_s, g_p3, 1)]
g_ls = [lande(1, 0, 1, 2, 1), lande(1, 1, 1, 2, 1)]
for v, g in zip(jj + ls, g_jj + g_ls):
    assert abs(expect(moment(2), v) - g) < 1e-10
assert abs(sum(g_jj) - 2.5) < 1e-12 and abs(sum(g_ls) - 2.5) < 1e-12

# Moment matrix in the jj basis, and triplet weights of the jj states
B_jj = np.hstack(jj)
moment_jj = B_jj.conj().T @ moment(2) @ B_jj
off_diagonal = abs(moment_jj[0, 1])
eigen_g = np.linalg.eigvalsh(moment_jj)
assert abs(off_diagonal - 1 / np.sqrt(18)) < 1e-10
assert np.allclose(eigen_g, sorted(g_ls), atol=1e-10)
triplet_weight = [abs((ls[1].conj().T @ v)[0, 0])**2 for v in jj]
assert np.allclose([1 + w / 2 for w in triplet_weight], g_jj, atol=1e-10)

# J=2 level: one state, so both schemes must agree
g2_jj, g2_ls = lande(0.5, 1.5, g_s, g_p3, 2), lande(1, 1, 1, 2, 2)
v2 = joint_space([J2, Jz], [6, 2])
assert abs(g2_jj - g2_ls) < 1e-12
assert abs(expect(moment(2), v2) / 2 - g2_jj) < 1e-10

# Spin factor of the free electron
gs_free = abs(constants.value('electron g factor'))
space = joint_space([J2, Jz], [2, 1])
assert space.shape[1] == 2
sum_free = np.trace(space.conj().T @ moment(gs_free) @ space).real
assert abs(sum_free - (3 + gs_free) / 2) < 1e-10

# Antisymmetrized two-electron states give the same moment matrix
one_body = block_diag(2 * half[2], np.kron(one[2], np.eye(2))
                      + 2 * np.kron(np.eye(3), half[2]))
E8 = np.eye(8)
T = np.array([(np.kron(E8[a], E8[2+b]) - np.kron(E8[2+b], E8[a])) / np.sqrt(2)
              for a in range(2) for b in range(6)]).T
two_body = np.kron(one_body, E8) + np.kron(E8, one_body)
assert np.allclose(T.T @ two_body @ T, moment(2), atol=1e-12)


# Intermediate coupling
def hamiltonian(G, zeta):
    exchange = -G * (0.5 * np.eye(12) + 2 * dot(spin_s, spin_p))
    return exchange + zeta * dot(orbit, spin_p)


def levels_J1(G, zeta):
    w, c = np.linalg.eigh(space.conj().T @ hamiltonian(G, zeta) @ space)
    vec = space @ c
    return w, [expect(moment(2), vec[:, [i]]) for i in range(2)]


def formulas_J1(G, zeta):
    R = np.sqrt((G + zeta / 4)**2 + zeta**2 / 2)
    shift = (G + zeta / 4) / (4 * R)
    return [-zeta/4 - R, -zeta/4 + R], [1.25 + shift, 1.25 - shift], R


G, zeta = 0.01, 0.02
scan = []
for ratio in (0, 0.1, 1, 2, 10, 100, 10000):
    energies, factors = levels_J1(G, ratio * G)
    e_formula, g_formula, _ = formulas_J1(G, ratio * G)
    assert np.allclose(energies, e_formula, rtol=1e-10, atol=1e-12)
    assert np.allclose(factors, g_formula, atol=1e-9)
    assert abs(sum(factors) - 2.5) < 1e-10
    scan.append((ratio, *factors))
assert np.allclose(scan[0][1:], [g_ls[1], g_ls[0]], atol=1e-9)
# the remaining distance from the jj limit is of order G/zeta = 1e-4
assert np.allclose(scan[-1][1:], g_jj, atol=1e-3)

# g from energy slopes in a field, in the whole M=1 space (includes J=2)
M1 = joint_space([Jz], [1])
H0 = M1.conj().T @ hamiltonian(G, zeta) @ M1
mu = M1.conj().T @ moment(2) @ M1
w0, c0 = np.linalg.eigh(H0)
J2_values = [expect(J2, M1 @ c0[:, [i]]) for i in range(3)]
field = 1e-5
slopes = (np.linalg.eigvalsh(H0 + 0.5 * field * mu)
          - np.linalg.eigvalsh(H0 - 0.5 * field * mu)) / (2 * field)
g_slope = [2 * slopes[i] for i in range(3) if abs(J2_values[i] - 2) < 1e-8]
energies, factors = levels_J1(G, zeta)
R = formulas_J1(G, zeta)[2]
assert len(g_slope) == 2
# central differences leave an error of order (field/spacing)^2, about 1e-6
assert np.allclose(g_slope, factors, atol=1e-5)

print(f"coupling formula: number of (ja,jb,J) cases tested = {cases}")
print(f"largest error of commutator identity = {worst_identity:.1e}")
print(f"largest error of coupling formula = {worst_general:.1e}")
print("All g factors are dimensionless; gs = 2 unless stated")
print(f"g(s1/2) = {g_s:.6f}")
print(f"g(p1/2) = {g_p1:.6f}")
print(f"g(p3/2) = {g_p3:.6f}")
print(f"jj: g(1/2,1/2; J=1) = {g_jj[0]:.6f}")
print(f"jj: g(1/2,3/2; J=1) = {g_jj[1]:.6f}")
print(f"jj: sum for J=1 = {sum(g_jj):.6f}")
print(f"LS: g(1P1) = {g_ls[0]:.6f}")
print(f"LS: g(3P1) = {g_ls[1]:.6f}")
print(f"LS: sum for J=1 = {sum(g_ls):.6f}")
print(f"J=2: g in jj = {g2_jj:.6f}, g in LS = {g2_ls:.6f}")
print(f"size of off-diagonal moment element, jj basis = {off_diagonal:.6f}")
print(f"eigenvalues of moment matrix = {eigen_g[0]:.6f}, {eigen_g[1]:.6f}")
print(f"3P1 weight in (1/2,1/2; J=1) = {triplet_weight[0]:.6f}")
print(f"3P1 weight in (1/2,3/2; J=1) = {triplet_weight[1]:.6f}")
print(f"free-electron gs = {gs_free:.6f}, J=1 sum = {sum_free:.6f}")
print(f"model: G = {G:.4f} hartree, zeta = {zeta:.4f} hartree")
print(f"model: R = {R:.6f} hartree")
print(f"lower J=1 level: E = {energies[0]:.6f} hartree, g = {factors[0]:.6f}")
print(f"upper J=1 level: E = {energies[1]:.6f} hartree, g = {factors[1]:.6f}")
print(f"model: sum of g = {sum(factors):.6f}")
print(f"field step for slopes = {field:.1e} atomic units")
print(f"g from slopes: lower = {g_slope[0]:.5f}, upper = {g_slope[1]:.5f}")
print("scan: zeta/G, g lower, g upper, sum")
for ratio, low, high in scan:
    print(f"{ratio:8.1f}  {low:.6f}  {high:.6f}  {low + high:.6f}")
print("finished without a failed check")
```

Output:

```
coupling formula: number of (ja,jb,J) cases tested = 14
largest error of commutator identity = 1.4e-14
largest error of coupling formula = 5.3e-14
All g factors are dimensionless; gs = 2 unless stated
g(s1/2) = 2.000000
g(p1/2) = 0.666667
g(p3/2) = 1.333333
jj: g(1/2,1/2; J=1) = 1.333333
jj: g(1/2,3/2; J=1) = 1.166667
jj: sum for J=1 = 2.500000
LS: g(1P1) = 1.000000
LS: g(3P1) = 1.500000
LS: sum for J=1 = 2.500000
J=2: g in jj = 1.500000, g in LS = 1.500000
size of off-diagonal moment element, jj basis = 0.235702
eigenvalues of moment matrix = 1.000000, 1.500000
3P1 weight in (1/2,1/2; J=1) = 0.666667
3P1 weight in (1/2,3/2; J=1) = 0.333333
free-electron gs = 2.002319, J=1 sum = 2.501160
model: G = 0.0100 hartree, zeta = 0.0200 hartree
model: R = 0.020616 hartree
lower J=1 level: E = -0.025616 hartree, g = 1.431902
upper J=1 level: E = 0.015616 hartree, g = 1.068098
model: sum of g = 2.500000
field step for slopes = 1.0e-05 atomic units
g from slopes: lower = 1.43190, upper = 1.06810
scan: zeta/G, g lower, g upper, sum
     0.0  1.500000  1.000000  2.500000
     0.1  1.499407  1.000593  2.500000
     1.0  1.467597  1.032403  2.500000
     2.0  1.431902  1.068098  2.500000
    10.0  1.360902  1.139098  2.500000
   100.0  1.336276  1.163724  2.500000
 10000.0  1.333363  1.166637  2.500000
finished without a failed check
```
